# Permanent dipole and distortion polarizability from a Debye plot of water: test program

```python
"""Debye plot of a polar molecule: alpha(T) = alpha_d + p^2/(3 k T).
alpha: total polarizability (C^2 m^2/J); alpha_d: distortion part (intercept);
p: permanent dipole (C m); slope against 1/T: S = p^2/(3 k).
Tests: orientation averages by quadrature, a spring-bound charge, quantum
levels of a rigid asymmetric rotor, and ab initio properties of water."""
import numpy as np
from scipy import constants as sc
from pyscf import gto, scf, mp, hessian

kB, eps0, qe = sc.k, sc.epsilon_0, sc.e
debye = 1e-21 / sc.c
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
au_alpha = (qe * bohr)**2 / hartree
au_dipole = qe * bohr
volume = 1e30 / (4 * np.pi * eps0)       # C^2 m^2/J -> cubic angstrom

# Dipole from the given slope
slope = 9.2e-37
p = np.sqrt(3 * kB * slope)
assert abs(p / debye - 1.85) < 0.005

# Orientation averages over the sphere
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(80)


def mean_cos(x):
    boltz = cos_weights * np.exp(x * cos_nodes)
    return np.sum(boltz * cos_nodes) / np.sum(boltz)


def langevin(x):
    return 1 / np.tanh(x) - 1 / x


for x in (0.3, 2.0, 8.0):
    assert abs(mean_cos(x) - langevin(x)) < 1e-10

# A charge on a spring: response independent of temperature
grid = np.linspace(-15, 15, 6001)
spring, charge, field = 2.0, 1.5, 0.3
for thermal in (0.5, 2.0):
    w = np.exp(-(spring * grid**2 / 2 - charge * field * grid) / thermal)
    response = charge * np.sum(w * grid) / np.sum(w) / field
    assert abs(response - charge**2 / spring) < 1e-8

# Water: electronic polarizability from energies in a static field
r_oh, angle = 0.958, 104.5               # angstrom, degrees
half = np.radians(angle / 2)
coords = np.array([[0, 0, 0],
                   [0, r_oh * np.sin(half), r_oh * np.cos(half)],
                   [0, -r_oh * np.sin(half), r_oh * np.cos(half)]])
coords_au = coords * 1e-10 / bohr


def water(xyz_au, basis):
    atoms = [[s, tuple(r)] for s, r in zip("OHH", xyz_au)]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)


mol = water(coords_au, "aug-cc-pvdz")
core = scf.hf.get_hcore(mol)
position = mol.intor("int1e_r")


def energies(field_vector):
    f = np.array(field_vector, dtype=float)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    h = core + np.einsum("x,xij->ij", f, position)
    mf.get_hcore = lambda *args: h
    mf.kernel()
    assert mf.converged
    nuclear = -f @ (mol.atom_charges() @ mol.atom_coords())
    corr = mp.MP2(mf).kernel()[0]
    return np.array([mf.e_tot + nuclear, mf.e_tot + nuclear + corr]), mf


F = 0.004
e0, mf0 = energies([0, 0, 0])
ep, em = energies([0, 0, F])[0], energies([0, 0, -F])[0]
ex, ey = energies([F, 0, 0])[0], energies([0, F, 0])[0]
dipole_ff = (em - ep) / (2 * F)
alpha_ff = -(ep + em - 2 * e0 + 2 * (ex - e0) + 2 * (ey - e0)) / (3 * F**2)
hf_dipole = mf0.dip_moment(unit="AU", verbose=0)[2]
assert abs(dipole_ff[0] - hf_dipole) < 1e-3
p_mp2 = dipole_ff[1] * au_dipole
alpha_el = alpha_ff[1] * au_alpha
assert abs(p_mp2 / p - 1) < 0.05

# Water: vibrational polarizability from normal modes
mol_v = water(coords_au, "cc-pvdz")
mf_v = scf.RHF(mol_v)
mf_v.conv_tol = 1e-11
mf_v.kernel()
hess = hessian.RHF(mf_v).kernel().transpose(0, 2, 1, 3).reshape(9, 9)
mass_u = np.array(mol_v.atom_mass_list(isotope_avg=True))
root_mass = np.sqrt(np.repeat(mass_u * sc.atomic_mass / sc.m_e, 3))
omega2, modes = np.linalg.eigh(hess / np.outer(root_mass, root_mass))


def hf_dipole_at(xyz):
    m = scf.RHF(water(xyz, "cc-pvdz"))
    m.conv_tol = 1e-11
    m.kernel()
    return np.array(m.dip_moment(unit="AU", verbose=0))


alpha_vib, dq = 0.0, 0.4
for n in (6, 7, 8):
    step = (modes[:, n] / root_mass * dq).reshape(3, 3)
    slope_mu = (hf_dipole_at(coords_au + step)
                - hf_dipole_at(coords_au - step)) / (2 * dq)
    alpha_vib += slope_mu @ slope_mu / omega2[n] / 3 * au_alpha
assert 0 < alpha_vib < 0.1 * alpha_el
alpha_d = alpha_el + alpha_vib

# Classical Debye plot built from thermal averages, then fitted
inv_T = np.linspace(1 / 500, 1 / 300, 9)
weak = 1e6                               # V/m
alpha_cl = np.array([alpha_d + p * mean_cos(p * weak * b / kB) / weak
                     for b in inv_T])
fit_cl = np.polyfit(inv_T, alpha_cl, 1)
assert abs(fit_cl[0] / slope - 1) < 1e-5
assert abs(fit_cl[1] / alpha_d - 1) < 1e-4

# Quantum rotation: rigid asymmetric rotor, dipole along body axis z
xyz = coords * 1e-10
m_kg = mass_u * sc.atomic_mass
xyz = xyz - m_kg @ xyz / m_kg.sum()
inertia = np.array([np.sum(m_kg * (np.sum(xyz**2, axis=1) - xyz[:, i]**2))
                    for i in range(3)])
Bx, By, Bz = sc.hbar**2 / (2 * inertia * kB)     # kelvin
J_MAX = 32
levels = []
for J in range(J_MAX + 1):
    K = np.arange(-J, J + 1)
    H = np.diag((Bx + By) / 2 * (J * (J + 1) - K**2) + Bz * K**2)
    for i in range(2 * J - 1):
        k = K[i]
        ladder = np.sqrt(float((J * (J + 1) - k * (k + 1))
                               * (J * (J + 1) - (k + 1) * (k + 2))))
        H[i, i + 2] = H[i + 2, i] = (Bx - By) / 4 * ladder
    levels.append(np.linalg.eigh(H))


def kubo_weight(e1, e2, T):
    x = (e2[None, :] - e1[:, None]) / T
    safe = np.where(np.abs(x) < 1e-9, 1.0, x)
    factor = np.where(np.abs(x) < 1e-9, 1.0, -np.expm1(-safe) / safe)
    return np.exp(-e1[:, None] / T) * factor


def rotor_ratio(T):
    """Quantum orientational polarizability over p^2/(3 k T)."""
    Z = total = 0.0
    for J in range(J_MAX + 1):
        E, V = levels[J]
        K = np.arange(-J, J + 1)
        Z += (2 * J + 1) * np.sum(np.exp(-E / T))
        if J > 0:
            d = K * np.sqrt((2 * J + 1) / (J * (J + 1)))
            total += np.sum((V.T @ (d[:, None] * V))**2 * kubo_weight(E, E, T))
        if J < J_MAX:
            E2, V2 = levels[J + 1]
            d = np.sqrt(((J + 1)**2 - K**2) / (J + 1))
            S = (V.T @ (d[:, None] * V2[1:-1, :]))**2
            total += 2 * np.sum(S * kubo_weight(E, E2, T))
    return total / Z


theta = (Bx + By) / 6
T0 = 300.0
loss_q = 1 - rotor_ratio(T0)
assert abs(loss_q / (theta / T0) - 1) < 0.08
alpha_q = np.array([alpha_d + slope * b * rotor_ratio(1 / b) for b in inv_T])
fit_q = np.polyfit(inv_T, alpha_q, 1)
shift = fit_q[1] - alpha_d
shift_rule = slope * theta * (inv_T.mean()**2 - inv_T.var())
slope_loss = 1 - fit_q[0] / slope
assert abs(shift / shift_rule - 1) < 0.10
assert abs(slope_loss / (2 * theta * inv_T.mean()) - 1) < 0.10
p_fit_q = np.sqrt(3 * kB * fit_q[0])
p_corrected = p * np.sqrt(slope / fit_q[0])

# Hindered rotation: well -U cos(theta), weak field along and across it
U = 0.2 * qe
u = U / (kB * T0)
phi = 2 * np.pi * np.arange(32) / 32
c = cos_nodes[:, None] * np.ones(32)
s = np.sqrt(1 - cos_nodes**2)[:, None] * np.cos(phi)


def mean_component(component, h):
    w = cos_weights[:, None] * np.exp(u * (c - 1) + h * component)
    return np.sum(w * component) / np.sum(w)


h = 1e-3
along, across = [(mean_component(v, h) - mean_component(v, -h)) / (2 * h)
                 for v in (c, s)]
hindered = along + 2 * across            # relative to free rotation
assert abs(hindered - (1 - langevin(u)**2)) < 1e-5

# Saturation at a strong field
E_film = 1e8                             # V/m = 1 MV/cm
x_film = p * E_film / (kB * T0)
saturation = 1 - 3 * mean_cos(x_film) / x_film
assert abs(saturation / (x_film**2 / 15) - 1) < 0.01

# Moisture in a porous low-k film
k_dry, density, uptake = 2.5, 1200.0, 0.01
molar_mass = mass_u.sum() * 1e-3
N = uptake * density * sc.N_A / molar_mass
alpha_or = slope / T0


def k_rise(alpha):
    plain = N * alpha / eps0
    y = (k_dry - 1) / (k_dry + 2) + N * alpha / (3 * eps0)
    return plain, (1 + 2 * y) / (1 - y) - k_dry


free = k_rise(alpha_d + alpha_or)
bound = k_rise(alpha_d + hindered * alpha_or)
frozen = k_rise(alpha_d)
assert free[0] > bound[0] > frozen[0]
pivot = 0.01 * slope * inv_T.mean()

print(f"given slope = {slope:.2e} C^2 m^2 K/J")
print(f"Boltzmann constant = {kB:.6e} J/K")
print(f"one debye = {debye:.5e} C m")
print(f"p squared = 3 k S = {p**2:.4e} C^2 m^2")
print(f"dipole p = {p:.4e} C m = {p/debye:.3f} debye")
print(f"orientational part at 300 K = {alpha_or:.3e} C^2 m^2/J")
print(f"orientational part at 400 K = {slope/400:.3e} C^2 m^2/J")
print(f"water geometry: OH {r_oh} angstrom, angle {angle} degrees")
print(f"MP2/aug-cc-pVDZ dipole = {p_mp2/debye:.3f} debye")
print(f"MP2/aug-cc-pVDZ electronic part = {alpha_el:.3e} C^2 m^2/J")
print(f"HF/cc-pVDZ vibrational part = {alpha_vib:.2e} C^2 m^2/J")
print(f"vibrational / electronic = {100*alpha_vib/alpha_el:.1f} %")
print(f"computed intercept = {alpha_d:.3e} C^2 m^2/J")
print(f"intercept as volume = {alpha_d*volume:.2f} cubic angstrom")
print(f"total at 300 K = {alpha_d+alpha_or:.3e} C^2 m^2/J")
print(f"intercept share at 300 K = {100*alpha_d/(alpha_d+alpha_or):.1f} %")
print(f"fit range = {1/inv_T[-1]:.0f} to {1/inv_T[0]:.0f} K")
print(f"mean 1/T of fit = {inv_T.mean():.3e} 1/K")
print(f"classical fit slope = {fit_cl[0]:.3e} C^2 m^2 K/J")
print(f"classical fit intercept = {fit_cl[1]:.3e} C^2 m^2/J")
print(f"intercept change, 1 % slope error = {pivot:.2e} C^2 m^2/J")
print(f"same, relative to intercept = {100*pivot/alpha_d:.0f} %")
print(f"rotational constants Bx, By, Bz = {Bx:.1f}, {By:.1f}, {Bz:.1f} K")
print(f"quantum temperature theta = {theta:.2f} K")
print(f"quantum loss of orientation at 300 K = {100*loss_q:.2f} %")
print(f"quantum loss, rule theta/T = {100*theta/T0:.2f} %")
print(f"quantum fit: slope lower by {100*slope_loss:.1f} %")
print(f"quantum fit: apparent dipole = {p_fit_q/debye:.3f} debye")
print(f"quantum fit: intercept = {fit_q[1]:.3e} C^2 m^2/J")
print(f"quantum fit: intercept higher by {100*shift/alpha_d:.0f} %")
print(f"intercept shift, fit = {shift:.2e} C^2 m^2/J")
print(f"intercept shift, rule = {shift_rule:.2e} C^2 m^2/J")
print(f"dipole if given slope is a quantum fit = {p_corrected/debye:.3f} debye")
print(f"film field = {E_film/1e8:.1f} MV/cm, pE/kT = {x_film:.3f}")
print(f"saturation loss = {100*saturation:.3f} %")
print(f"well U = {U/qe:.2f} eV, U/kT at 300 K = {u:.2f}")
print(f"hindered / free orientational response = {hindered:.3f}")
print(f"film: dry k = {k_dry}, density = {density/1000:.1f} g/cm3")
print(f"water uptake = {100*uptake:.1f} wt%, N = {N*1e-6:.2e} 1/cm3")
print(f"k rise, free water: no local field {free[0]:.3f}, CM {free[1]:.3f}")
print(f"k rise, water in well: no local field {bound[0]:.3f}, CM {bound[1]:.3f}")
print(f"k rise, no turning: no local field {frozen[0]:.4f}, CM {frozen[1]:.4f}")
print("all assertions hold")
```

Running it gives:

```
given slope = 9.20e-37 C^2 m^2 K/J
Boltzmann constant = 1.380649e-23 J/K
one debye = 3.33564e-30 C m
p squared = 3 k S = 3.8106e-59 C^2 m^2
dipole p = 6.1730e-30 C m = 1.851 debye
orientational part at 300 K = 3.067e-39 C^2 m^2/J
orientational part at 400 K = 2.300e-39 C^2 m^2/J
water geometry: OH 0.958 angstrom, angle 104.5 degrees
MP2/aug-cc-pVDZ dipole = 1.868 debye
MP2/aug-cc-pVDZ electronic part = 1.516e-40 C^2 m^2/J
HF/cc-pVDZ vibrational part = 4.35e-42 C^2 m^2/J
vibrational / electronic = 2.9 %
computed intercept = 1.560e-40 C^2 m^2/J
intercept as volume = 1.40 cubic angstrom
total at 300 K = 3.223e-39 C^2 m^2/J
intercept share at 300 K = 4.8 %
fit range = 300 to 500 K
mean 1/T of fit = 2.667e-03 1/K
classical fit slope = 9.200e-37 C^2 m^2 K/J
classical fit intercept = 1.560e-40 C^2 m^2/J
intercept change, 1 % slope error = 2.45e-41 C^2 m^2/J
same, relative to intercept = 16 %
rotational constants Bx, By, Bz = 13.7, 39.4, 21.0 K
quantum temperature theta = 8.84 K
quantum loss of orientation at 300 K = 2.90 %
quantum loss, rule theta/T = 2.95 %
quantum fit: slope lower by 4.6 %
quantum fit: apparent dipole = 1.807 debye
quantum fit: intercept = 2.109e-40 C^2 m^2/J
quantum fit: intercept higher by 35 %
intercept shift, fit = 5.49e-41 C^2 m^2/J
intercept shift, rule = 5.64e-41 C^2 m^2/J
dipole if given slope is a quantum fit = 1.895 debye
film field = 1.0 MV/cm, pE/kT = 0.149
saturation loss = 0.148 %
well U = 0.20 eV, U/kT at 300 K = 7.74
hindered / free orientational response = 0.242
film: dry k = 2.5, density = 1.2 g/cm3
water uptake = 1.0 wt%, N = 4.01e+20 1/cm3
k rise, free water: no local field 0.146, CM 0.354
k rise, water in well: no local field 0.041, CM 0.093
k rise, no turning: no local field 0.0071, CM 0.0160
all assertions hold
```
